# Catalytic Deprotection with First-Order Acid Loss: Effective Time and Conversion Cap, part 2

During the bake of a chemically amplified resist, acid catalyses the removal of protecting groups from the polymer. The acid is not consumed by this reaction, but a separate process removes it. The film is uniform, the temperature is constant, and no acid is produced during the bake.

The protected fraction is $m$, the conversion is $X=1-m$, and $H$ is the acid concentration in nm$^{-3}$, with initial value $H_0$. The bake time is $t$ in s, the deprotection constant is $k$ in nm$^3$/s, and the acid loss rate is $q$ in s$^{-1}$. "Linear" means first order in acid. The rate equations are

$$\frac{dm}{dt}=-kHm,\qquad m(0)=1 ,$$

$$\frac{dH}{dt}=-qH,\qquad q>0 ,$$

so that $H(t)=H_0e^{-qt}$. The catalytic exposure $E$ determines the protected fraction for any acid history, as long as $k$ is constant:

$$E(t)=\int_0^tH(s)\,ds,\qquad m(t)=e^{-kE(t)} .$$

For constant $k$ and $q$, $E(t)=H_0\tau(t)$, where $\tau$ is the effective time, and

$$X=1-e^{-kH_0\tau},\qquad \tau=\frac{1-e^{-qt}}{q},$$

$$\frac{d\tau}{dt}=e^{-qt}>0 ,\qquad t-\frac{qt^2}{2}<\tau<t,\qquad t>0 .$$

Without loss, $\tau$ is replaced by $t$. With loss, $\tau$ stays below $1/q$, however long the bake, and the conversion stays below the cap

$$X_{\rm cap}=1-e^{-A},\qquad A=\frac{kH_0}{q}.$$

The example has $k=0.80$ nm$^3$/s, $H_0=0.050$ nm$^{-3}$ and $q=0.020$ s$^{-1}$, so $kH_0=0.040$ s$^{-1}$, $1/q=50$ s, $A=2$ and $X_{\rm cap}=0.865$. A 60 s bake gives $X=0.753$ with loss and 0.909 without.

The first question is how quickly the conversion approaches the cap.

**A.** First write the exponent in terms of $A$:

$$kH_0\tau=\frac{kH_0}{q}\left(1-e^{-qt}\right)=A-Ae^{-qt}.$$

The distance to the cap is then

$$\begin{aligned}
X_{\rm cap}-X&=(1-e^{-A})-(1-e^{-kH_0\tau})\\
&=e^{-A+Ae^{-qt}}-e^{-A}\\
&=e^{-A}\left[\exp(Ae^{-qt})-1\right].
\end{aligned}$$

Let $z=Ae^{-qt}$. Once $z\ll1$, the bracket is $z+z^2/2+\dots$, and to leading order

$$X_{\rm cap}-X\approx Ae^{-A}e^{-qt}.$$

The late approach is therefore exponential with rate $q$. The neglected term is smaller than the retained one by the factor $z/2$.

At 240 s, $z=2e^{-4.8}\approx0.016$, so the leading form should be low by about 0.8 %. It gives a gap of 0.00223, while integration of the rate equations gives 0.00225, in agreement with that estimate. Note that the condition is $Ae^{-qt}\ll1$. For large $A$ this requires a longer bake than $e^{-qt}\ll1$ alone.

**Q.** A plateau below full conversion could also mean that some sites cannot react. How do you know that the acid is responsible?

**A.** In the model it follows from the equations: every remaining site still has the rate $kH$, and this rate vanishes because $H$ does. A second dose of acid makes the difference visible.

Suppose that at time $t_1$ an amount $H_0$ of new acid is added. The exposure up to $t_1$ is

$$E_1=\frac{H_0}{q}\left(1-e^{-qt_1}\right).$$

Just after the addition, the acid concentration is $H_0e^{-qt_1}+H_0$. An initial concentration $H_i$ yields the exposure $H_i/q$ in an unlimited bake, so the later contribution is

$$E_2=\frac{H_0e^{-qt_1}+H_0}{q}.$$

In the sum the terms with $e^{-qt_1}$ cancel:

$$E_1+E_2=\frac{2H_0}{q}.$$

The final conversion is $1-e^{-2A}$, whatever the value of $t_1$. In the example it is $1-e^{-4}=0.982$. A numerical run in which the new acid was added after the first reaction had stalled reached this value.

If the plateau came from inert sites, with no acid loss, a second dose would not move it. In a real film, the comparison is meaningful if the second dose leaves the polymer and the loss process otherwise unchanged.

**Q.** Fine. I usually start from a required conversion. How long must I bake?

**A.** Call the target $X_*$ and define $L=-\ln(1-X_*)$, which is positive for $0<X_*<1$. Setting $X=X_*$ gives $e^{-kH_0\tau}=1-X_*$. Taking the logarithm and changing the sign gives

$$kH_0\tau=L .$$

Now insert $\tau$ and solve for the clock time:

$$1-e^{-qt_*}=\frac{qL}{kH_0},\qquad
e^{-qt_*}=1-\frac{qL}{kH_0},$$

$$t_*=-\frac1q\ln\left(1-\frac{qL}{kH_0}\right).$$

The logarithm is negative, so $t_*$ is positive.

For $X_*=0.80$, $L=1.609$. The loss-free time would be $1.609/0.040=40.2$ s. With loss, this is the required value of $\tau$, not of $t$. We have $qL/(kH_0)=0.020\times1.609/0.040=0.805$, and the formula gives $t_*=81.7$ s. The bake is about twice as long as without loss. Root finding on the integrated rate equations gives the same time.

**Q.** And for 90 %? I expect a somewhat longer bake.

**A.** There is no such bake time at this acid concentration. For $X_*=0.90$, $L=2.303$, which exceeds $A=2$. The argument of the logarithm is then negative. Physically, the required $\tau$ is $2.303/0.040\approx58$ s, but $\tau$ stays below 50 s.

A finite $t_*$ requires a positive argument:

$$1-\frac{qL}{kH_0}>0\quad\Longleftrightarrow\quad H_0>H_{\min}=\frac{qL}{k}.$$

For the 90 % target,

$$H_{\min}=\frac{0.020\times2.303}{0.80}=0.0576\ \text{nm}^{-3},$$

about 15 % above the present value. At $H_0=H_{\min}$ the cap equals the target, and the conversion approaches it without reaching it in finite time. The initial acid must therefore be strictly larger. In long numerical runs, 1 % more acid than $H_{\min}$ was enough to pass 90 %, and 1 % less was not.

**Q.** So I could choose the acid just above $H_{\min}$ and be patient?

**A.** The target would be reachable, but the bake time would be very sensitive to it. Differentiate $kH_0\tau(t_*)=L$ with respect to $L$ at fixed $H_0$:

$$kH_0\frac{d\tau}{dt}\bigg|_{t_*}\frac{dt_*}{dL}=1,\qquad
\frac{dt_*}{dL}=\frac{e^{qt_*}}{kH_0},$$

because $d\tau/dt=e^{-qt}$. Without loss the derivative is $1/(kH_0)$. Acid loss multiplies it by $e^{qt_*}$, which grows without limit as the target approaches the cap. For the 80 % target, this factor is $1/(1-0.805)\approx5$. Near the cap, more acid or a smaller loss rate is a better remedy than more time.

**Q.** Why not bake hotter? Deprotection will speed up.

**A.** So may the loss. At fixed $H_0$, the cap depends on the ratio $k/q$. Suppose both constants follow Arrhenius laws with constant prefactors, and let $E_k$ and $E_q$ be the activation energies per mole. Then

$$\ln A=\text{constant}-\frac{E_k-E_q}{RT},\qquad
\frac{d\ln A}{dT}=\frac{E_k-E_q}{RT^2},$$

where $R$ is the gas constant and $T$ the absolute temperature. A hotter bake raises the cap if $E_k>E_q$ and lowers it if $E_k<E_q$. In the second case the reaction can start faster and still finish at a lower conversion.

**Q.** You have kept the rate first order in acid. Some data are fitted with a higher power of $H$. May I use the same $\tau$?

**A.** No. Let the acid order be $n>0$:

$$\frac{dm}{dt}=-k_nH^nm .$$

Acid loss is still first order, so $H^n=H_0^ne^{-nqt}$. The power has multiplied the decay rate by $n$. Integrating as before,

$$-\ln m=k_nH_0^n\int_0^te^{-nqs}\,ds=k_nH_0^n\tau_n,\qquad
\tau_n=\frac{1-e^{-nqt}}{nq}.$$

There is again an effective time and a cap, but the limiting time is $1/(nq)$. The original $\tau$ is the case $n=1$.

To compare $n=2$ with the example, choose $k_2$ so that the initial deprotection rate is unchanged. This requires $k_2H_0^2=kH_0$, hence

$$k_2=\frac{k}{H_0}=\frac{0.80}{0.050}=16\ \text{nm}^6/\text{s}.$$

For the 60 s bake,

$$\tau_2=\frac{1-e^{-2.4}}{0.040}=22.7\ \text{s},$$

and the conversion is $1-e^{-0.040\times22.73}=0.597$. The linear law gave 0.753. Numerical integration with second-order acid kinetics confirms the lower value.

**Q.** There is another weak point. At $0.050$ nm$^{-3}$, a volume of 100 nm$^3$ holds five acids. Can a smooth $H(t)$ describe five objects that vanish one by one?

**A.** Not fully. The smooth law is a mean-field law, and with few acids it overestimates the mean conversion. Consider a well-mixed volume $V$ that exchanges no acid with its surroundings and starts with a fixed number $N$ of acids, so $H_0=N/V$. Each acid present deprotects a given site at rate

$$a=\frac{k}{V},\qquad Na=\frac{kN}{V}=kH_0 .$$

Each acid is lost independently at rate $q$.

Start with one acid. If it is lost at time $s<t$, the site survives its action with probability $e^{-as}$. The probability of loss between $s$ and $s+ds$ is $qe^{-qs}ds$. If the acid lasts through the bake, which has probability $e^{-qt}$, the site survives with probability $e^{-at}$. The average is

$$\begin{aligned}
G(t)&=\int_0^tqe^{-qs}e^{-as}\,ds+e^{-qt}e^{-at}\\
&=\frac{q}{a+q}\left[1-e^{-(a+q)t}\right]+e^{-(a+q)t}\\
&=\frac{q+ae^{-(a+q)t}}{a+q}.
\end{aligned}$$

In the last step, the coefficient of the exponential is $1-q/(a+q)=a/(a+q)$. The acids have independent lifetimes and their rates add, so their survival factors multiply. The mean unconverted fraction is

$$\langle m(t)\rangle=G(t)^N .$$

**Q.** Why should this give less conversion? The mean number of acids still falls as $Ne^{-qt}$.

**A.** The mean number is the same, and so is the mean exposure. But the unconverted fraction $e^{-kE}$ is a convex function of the exposure $E$. Its average over volumes with different exposures is therefore larger than its value at the average exposure, at any bake time $t>0$. For an unlimited bake the difference is easy to write out:

$$\langle m\rangle\to\left(\frac{q}{a+q}\right)^N=\left(1+\frac aq\right)^{-N}.$$

For $x>0$ we have $\ln(1+x)<x$, since both sides vanish at $x=0$ and the left side has the smaller slope, $1/(1+x)<1$. With $x=a/q$,

$$\left(1+\frac aq\right)^{-N}=e^{-N\ln(1+a/q)}>e^{-Na/q}=e^{-A}.$$

More sites remain protected than in the mean-field law. Volumes that lose their acids early keep many protected sites, and volumes with long-lived acids do not make up for them.

**Q.** How large is the effect, and does it go away?

**A.** At fixed $H_0$, use $a/q=A/N$ and expand for large $N$:

$$N\ln\left(1+\frac AN\right)=A-\frac{A^2}{2N}+\dots,$$

$$\langle m\rangle_{t\to\infty}\approx e^{-A}\left(1+\frac{A^2}{2N}\right).$$

The leading correction, relative to the mean-field unconverted fraction, is $A^2/(2N)$, and it vanishes as $N\to\infty$.

The same limit holds at finite time. Write

$$G=1-a\,\frac{1-e^{-(a+q)t}}{a+q}.$$

As $N$ grows, $a=kH_0/N$ becomes small and the fraction tends to $\tau$. Thus $G=1-kH_0\tau/N$ up to terms of order $1/N^2$, and $G^N\to e^{-kH_0\tau}$.

In the example, $N=5$ means $V=100$ nm$^3$ and $a=0.0080$ s$^{-1}$. The mean cap is $1-(1+0.4)^{-5}=0.814$. For $N=50$, $V=1000$ nm$^3$ and $a=0.00080$ s$^{-1}$, and the mean cap is 0.859. The mean-field value is 0.865. A master equation that follows the number of acids left agrees with $G^N$ at 60 s and with the long-time limit in both cases.

These numbers assume that every volume starts with exactly $N$ acids. After an exposure the starting number itself scatters. If it follows a Poisson distribution with mean $N$, averaging $G^n$ over $n$ gives $\langle m\rangle=e^{-N(1-G)}$. The mean cap for $N=5$ is then 0.760, and the leading correction is $A^2/N$, twice as large. A shortfall then remains even without acid loss: 0.851 instead of 0.909 at 60 s for $N=5$.

All these values are means over many such closed volumes. An individual volume can lie above or below them. In a film, acids can also move between neighbouring volumes. If they do so much faster than they are lost, these volumes act as one larger volume with a larger $N$, and the correction is smaller.

**Q.** Last objection. Near an exposed edge, acid diffuses while it is being lost. Can I apply $\tau$ at each point?

**A.** Not with the local initial acid concentration, in general. Suppose that

$$\frac{\partial H}{\partial t}=D\nabla^2H-qH ,$$

with constant diffusion coefficient $D$, and set $H=e^{-qt}h$. The left side becomes $e^{-qt}(\partial h/\partial t-qh)$, and the right side becomes $e^{-qt}(D\nabla^2h-qh)$. The loss terms cancel, leaving

$$\frac{\partial h}{\partial t}=D\nabla^2h .$$

For sites that do not move, the local exposure is

$$E(\mathbf r,t)=\int_0^te^{-qs}h(\mathbf r,s)\,ds .$$

If $h$ does not change with time at that point, it can be taken out of the integral and $\tau$ returns. If acid flows in or out, the integral must be evaluated with the changing $h$. Acid that arrives late has had more time to be lost on the way.

A changing temperature also requires the integral form. Then $k$ and $q$ depend on time, and in a uniform film

$$-\ln m=\int_0^tk(s)H(s)\,ds,\qquad
H(s)=H_0\exp\left[-\int_0^sq(u)\,du\right].$$

For constant $k$ and $q$ this reduces to $kH_0\tau$. The values used in the examples are listed in the numerical output.

## Computed results

```
deprotection constant k = 0.80 nm^3/s
initial acid H0 = 0.050 nm^-3
acid loss rate q = 0.020 1/s
initial deprotection rate k*H0 = 0.0400 1/s
bake time = 60 s
acid fraction left after bake = 0.3012
effective time tau = 34.940 s
exponent k*H0*tau = 1.3976
conversion with loss = 0.7528
exponent without loss k*H0*t = 2.4000
conversion without loss = 0.9093
table: t (s), tau (s), X with loss, X without loss
     15   12.959  0.4045  0.4512
     30   22.559  0.5944  0.6988
     60   34.940  0.7528  0.9093
    120   45.464  0.8377  0.9918
    240   49.589  0.8624  0.9999
upper limit of tau, 1/q = 50.0 s
A = k*H0/q = 2.000
conversion cap = 0.8647
tau for a 5 s bake = 4.7581 s
t - q t^2/2 for that bake = 4.7500 s
gap to cap at 240 s, integrated = 0.002246
gap to cap at 240 s, long-time form = 0.002228
final conversion after second dose = 0.9817
target 0.80: L = 1.6094
target 0.80: bake time with loss = 81.67 s
target 0.80: without loss = 40.24 s
target 0.90: L = 2.3026
target 0.90: minimum acid = 0.05756 nm^-3
ratio of minimum acid to H0 = 1.1513
second-order acid constant k2 = 16.0 nm^6/s
second-order acid: tau_2 at 60 s bake = 22.732 s
second-order acid: conversion = 0.5972
N = 5: volume = 100 nm^3, a = 0.0080 1/s, mean cap = 0.8141
N = 50: volume = 1000 nm^3, a = 0.0008 1/s, mean cap = 0.8593
```
